\section*{Source offset for zero central thickness curvature on a rotating substrate}

\section{Result and setting}

A small evaporation source lies at perpendicular distance $h$ from the plane of a flat substrate. The source surface is parallel to the substrate, and the substrate turns about its own normal. The source is displaced by $a$ from that rotation axis. If the source emits by Lambert's law, the film thickness $t(r)$ at radius $r$ satisfies
\begin{equation}
\frac{t''(0)}{t(0)}=\frac{4(2a^2-h^2)}{(h^2+a^2)^2}.
\label{eq:main}
\end{equation}
The central curvature therefore vanishes at one finite positive offset,
\begin{equation}
a_0=\frac{h}{\sqrt2}.
\label{eq:a0}
\end{equation}
For $a<a_0$ the centre of the film is domed; for $a>a_0$ it is dished.

The model assumes a point source, straight flight without collisions, the same sticking probability everywhere (set to one) and constant $h$. The deposition rate is steady, and the exposure lasts a whole number of turns, or so many that the last incomplete turn is negligible. Zero curvature means that the film is flat at the centre to second order in $r$. It does not make the film uniform out to a given edge, a separate question treated below.

\section{Simple case: source on the axis}

Let $V$ be the evaporated volume, measured at the density of the film. Lambert's law sends into the solid angle $d\Omega$, at angle $\theta$ from the source normal, the volume $V(\cos\theta/\pi)\,d\Omega$. The factor $1/\pi$ is the normalisation over the forward hemisphere:
\begin{equation}
\frac1\pi\int_0^{2\pi}\!d\varphi\int_0^{\pi/2}\!\cos\theta\sin\theta\,d\theta
=\frac{2\pi}{\pi}\cdot\frac12=1 .
\end{equation}

A substrate element $dS$ at distance $D$ subtends $d\Omega=\cos\theta\,dS/D^2$. The same $\theta$ appears in emission and arrival because the two planes are parallel. With $\cos\theta=h/D$ and $D^2=h^2+d^2$, where $d$ is the lateral distance from the source, the static thickness is
\begin{equation}
f(d)=\frac{V}{\pi}\frac{\cos^2\theta}{D^2}
=\frac{V}{\pi}\frac{h^2}{(h^2+d^2)^2}.
\label{eq:static}
\end{equation}

For a centred source $d=r$, and rotation changes nothing:
\begin{equation}
\frac{t(r)}{t(0)}=\left(1+\frac{r^2}{h^2}\right)^{-2}
=1-\frac{2r^2}{h^2}+\dots
\end{equation}
The second derivative is twice the coefficient of $r^2$, so $t''(0)/t(0)=-4/h^2$. This is the first limit that the general formula must meet. At $r=h/4$ the film is already thinner than at the centre by $1-(17/16)^{-2}=11.4\,\%$.

\section{Offset source and rotation}

Now move the source to distance $a$ from the axis. A substrate point at radius $r$ and angle $\psi$ from the source direction has
\begin{equation}
d^2=a^2+r^2-2ar\cos\psi .
\end{equation}
Uniform rotation averages \eqref{eq:static} over $\psi$. Define
\begin{equation}
A=h^2+a^2+r^2,\qquad B=2ar .
\end{equation}
Then $h^2+d^2=A-B\cos\psi$, and $A-B=h^2+(a-r)^2>0$, so the denominator never vanishes.

The average of the first inverse power follows from $u=\tan(\psi/2)$, for which $d\psi=2\,du/(1+u^2)$ and $\cos\psi=(1-u^2)/(1+u^2)$:
\begin{align}
\left\langle\frac1{A-B\cos\psi}\right\rangle
&=\frac1{2\pi}\int_{-\infty}^{\infty}\frac{2\,du}{A(1+u^2)-B(1-u^2)}\nonumber\\
&=\frac1\pi\int_{-\infty}^{\infty}\frac{du}{(A-B)+(A+B)u^2}
=\frac1{\sqrt{A^2-B^2}} .
\end{align}
Differentiating with respect to $A$ at fixed $B$ gives $-\langle(A-B\cos\psi)^{-2}\rangle$ on the left and $-A(A^2-B^2)^{-3/2}$ on the right. Hence
\begin{equation}
t(r)=\frac{Vh^2}{\pi}\,\frac{A}{(A^2-B^2)^{3/2}} .
\label{eq:profile}
\end{equation}

Two limits test this stage. For $a=0$ we have $B=0$, and \eqref{eq:profile} reduces to $Vh^2/(\pi A^2)$, the centred profile. Material is also conserved. The static film contains
\begin{equation}
\int_0^\infty 2\pi d\,f(d)\,dd
=Vh^2\int_{h^2}^\infty\frac{dw}{w^2}=V,\qquad w=h^2+d^2,
\end{equation}
and rotation redistributes material along circles without changing the total.

\section{Curvature at the centre}

Write $s=h^2+a^2$. Then $A=s+r^2$ and
\begin{equation}
A^2-B^2=s^2+(2s-4a^2)r^2+r^4 .
\end{equation}
At the centre $t(0)=Vh^2/(\pi s^2)$. Dividing by it and using $(1+\epsilon)^{-3/2}=1-\tfrac32\epsilon+\dots$,
\begin{align}
\frac{t(r)}{t(0)}
&=\left(1+\frac{r^2}{s}\right)
\left[1+\frac{2s-4a^2}{s^2}r^2+\frac{r^4}{s^2}\right]^{-3/2}\nonumber\\
&=1+\left[\frac1s-\frac{3s-6a^2}{s^2}\right]r^2+O(r^4)\nonumber\\
&=1+\frac{6a^2-2s}{s^2}r^2+O(r^4)
=1+\frac{2(2a^2-h^2)}{(h^2+a^2)^2}r^2+O(r^4).
\label{eq:second}
\end{align}
Doubling the coefficient gives \eqref{eq:main}. At $a=0$ it returns $-4/h^2$, as required. For $a\gg h$ it tends to $8/a^2$: the curvature is positive and dies away with distance, but reaches zero only in the limit.

As a numerical test, the flux was built from three-dimensional vectors, averaged over 512 rotation angles and differentiated by finite differences. Its curvature vanishes at $a/h=0.707107$, in agreement with \eqref{eq:a0}.

\section{Why the curvature cancels, and other plumes}

A second derivation shows what is being balanced. Expand a smooth static profile about the substrate centre, with $x=r\cos\psi$ and $y=r\sin\psi$. Over a circle $\langle x\rangle=\langle y\rangle=\langle xy\rangle=0$ and $\langle x^2\rangle=\langle y^2\rangle=r^2/2$, while the cubic terms average to zero. Therefore
\begin{equation}
t(r)=f+\frac{r^2}{4}\nabla^2 f+O(r^4),
\label{eq:circle}
\end{equation}
with $f$ and its two-dimensional Laplacian taken at distance $a$ from the source. Rotation removes the slope of the static film and keeps the sum of its two principal curvatures. The condition is $\nabla^2f=0$.

This form extends at once to emission proportional to $\cos^n\theta$, where larger $n$ means a more forward-peaked plume. The arrival factor is still $\cos\theta/D^2$, so the static profile varies as $h^{n+1}/D^{n+3}$, or
\begin{equation}
f(d)=C(h^2+d^2)^{-m},\qquad m=\frac{n+3}{2}.
\end{equation}
With $s=h^2+d^2$ its derivatives are
\begin{align}
\frac{f'}{d}&=-2mCs^{-m-1},\\
f''&=-2mCs^{-m-1}+4m(m+1)Cd^2s^{-m-2}.
\end{align}
The Laplacian of a circularly symmetric function is their sum:
\begin{align}
\nabla^2f&=4mCs^{-m-2}\left[(m+1)d^2-s\right]\nonumber\\
&=4mCs^{-m-2}(md^2-h^2).
\end{align}
By \eqref{eq:circle}, $t''(0)=\tfrac12\nabla^2f$ at $d=a$, so
\begin{equation}
\frac{t''(0)}{t(0)}=\frac{2m(ma^2-h^2)}{(h^2+a^2)^2},
\qquad
a_0(n)=h\sqrt{\frac{2}{n+3}} .
\label{eq:general}
\end{equation}
Setting $n=1$, hence $m=2$, recovers \eqref{eq:main}. For $n=2$ the rule gives $\sqrt{2/5}\,h$, and the zero found from the numerical average is $0.632456\,h$.

The zero is not the inflection point of the static radial profile. For $m=2$, $f''=0$ requires $6d^2=h^2+d^2$, or $d=h/\sqrt5$. At the larger distance $h/\sqrt2$ the profile bends upward along the radial direction and downward, by an equal amount, along the tangential direction.

\section{What remains at the flat point}

Set $a^2=h^2/2$ and $x=r^2/h^2$. Then $A/h^2=\tfrac32+x$ and $B^2/h^4=2x$, so
\begin{equation}
\frac{A^2-B^2}{h^4}=\frac94+3x+x^2-2x=\frac94+x+x^2 ,
\end{equation}
\begin{equation}
\frac{t(r)}{t(0)}=\left(1+\frac{2x}{3}\right)
\left(1+\frac{4x}{9}+\frac{4x^2}{9}\right)^{-3/2}.
\label{eq:flat}
\end{equation}
Using $(1+\epsilon)^{-3/2}=1-\tfrac32\epsilon+\tfrac{15}{8}\epsilon^2+\dots$, the second factor becomes
\begin{equation}
1-\frac{2x}{3}+\left(-\frac23+\frac{10}{27}\right)x^2+\dots
=1-\frac{2x}{3}-\frac{8x^2}{27}+\dots
\end{equation}
Multiplication by $1+2x/3$ cancels the linear term and leaves $-\tfrac8{27}-\tfrac49=-\tfrac{20}{27}$ for the quadratic one:
\begin{equation}
\frac{t(r)}{t(0)}=1-\frac{20}{27}\left(\frac rh\right)^4+\dots
\label{eq:quartic}
\end{equation}

The film thins outward at every radius, not just near the centre. The logarithmic derivative of \eqref{eq:flat} is
\begin{align}
\frac{d}{dx}\ln\frac{t(r)}{t(0)}
&=\frac{2}{3+2x}-\frac{6(1+2x)}{9+4x+4x^2}\nonumber\\
&=-\frac{40x+16x^2}{(3+2x)(9+4x+4x^2)}<0\quad(x>0).
\end{align}
The cost of flatness is thickness. Since $s=3h^2/2$, the central film is $h^4/s^2=4/9$ as thick as above a centred source with the same $V$ and $h$.

\section{A substrate of finite radius}

For a substrate of radius $R\ll h$, let the spread be the largest minus the smallest thickness, divided by $t(0)$. Near $a_0$,
\begin{equation}
\frac{t(r)}{t(0)}\simeq1+\alpha r^2-\beta r^4,\qquad \beta=\frac{20}{27h^4}.
\end{equation}
For $0\le\alpha\le2\beta R^2$ there is a maximum at $r^2=\alpha/(2\beta)$, higher than the centre by $\alpha^2/(4\beta)$. Two ranges follow.
\begin{itemize}
\item If $\alpha\le\beta R^2$, the edge is lowest. The spread is $\alpha^2/(4\beta)-\alpha R^2+\beta R^4=\beta[R^2-\alpha/(2\beta)]^2$, which falls as $\alpha$ grows.
\item If $\alpha\ge\beta R^2$, the centre is lowest. The spread is $\alpha^2/(4\beta)$, which rises with $\alpha$.
\end{itemize}
Outside this interval the profile is monotonic. The spread is then $\beta R^4+|\alpha|R^2$ for $\alpha<0$ and $\alpha R^2-\beta R^4$ for $\alpha>2\beta R^2$, both at least $\beta R^4$. Among offsets near $a_0$, the minimum is at $\alpha=\beta R^2$, where edge and centre are equally thick, and equals $\beta R^4/4$. That is one quarter of the spread at $a_0$. A very distant source can give a still smaller spread, since the curvature dies away as $8/a^2$, but the central thickness then falls as $a^{-4}$ and almost no film is deposited.

To find the offset, put $a^2=h^2/2+\delta$ in \eqref{eq:second}. To first order in $\delta$, $\alpha=4\delta/(9h^4/4)=16\delta/(9h^4)$. Equating this to $\beta R^2$ gives $\delta=5R^2/12$:
\begin{equation}
a_{\rm best}^2\simeq\frac{h^2}{2}+\frac{5R^2}{12}\qquad(R\ll h).
\label{eq:best}
\end{equation}
As $R\to0$ this returns $a_0$. Direct minimisation of the spread of \eqref{eq:profile} at $R/h=0.05$ gives 0.9999 of the predicted $\delta$ and a spread ratio of 0.2498, against the leading-order value 0.25.

\section{Worked example: aluminium on a 200 mm wafer}

Take $h=400$ mm, $R=100$ mm and 1.5 g of aluminium evaporated in 1000 s. With a rough film density of 2.7 g/cm$^3$, $V=1.5/2.7$ cm$^3=555.6$ mm$^3$. The zero-curvature offset is $400/\sqrt2=282.8$ mm, and the central thickness is
\begin{equation}
t(0)=\frac{4V}{9\pi h^2}
=\frac{4(555.6)}{9\pi(400)^2}\ \text{mm}=491.2\ \text{nm}.
\end{equation}
The full profile gives 491.1 nm at $r=50$ mm and 489.8 nm at the edge, a spread of 0.280\,\%. The last digits of the thicknesses serve only to compare radii, since the density is rough. The quartic term alone gives $(20/27)(1/4)^4=0.289\,\%$; the difference comes from higher orders. A centred source at the same height would give 11.4\,\%. The wafer collects 2.78\,\% of the vapour, close to $\pi R^2t(0)/V=(4/9)(R/h)^2$ because the film is nearly uniform.

Equation \eqref{eq:best} gives $\sqrt{80\,000+4167}=290.1$ mm for the best offset near $a_0$, as does direct minimisation in that range. In the ideal model the spread falls to 0.069\,\%. Several of the corrections listed in the next section are larger than this figure. At 290.1 mm the extra third of a turn in this run raises the spread to 0.13\,\%, an absorbing crucible wall raises it to about 0.20\,\% averaged over the run, and a plume with $n=1.2$ raises it to 0.28\,\%. This gain requires accurate placement. Near $a_0$, $\delta\simeq2a_0\Delta a=\sqrt2\,h\,\Delta a$, so an offset error $\Delta a$ changes the edge-to-centre ratio by about
\begin{equation}
\alpha R^2=\frac{16\sqrt2}{9}\frac{\Delta a}{h}\left(\frac Rh\right)^2,
\end{equation}
or 0.04\,\% per millimetre here.

\section{Limits of the model in a real coater}

The example has a central growth rate of about 0.5 nm/s, and a residual pressure of $10^{-6}$ Torr is assumed. Of the assumptions examined here, the one most in doubt is the cosine plume. For a source of radius 10 mm at a rough 1600 K, let $\Gamma$ be the number of atoms leaving per area and time. Outgoing atoms with a half-Maxwellian distribution have mean normal speed $\bar v/2$, where $\bar v$ is the thermal mean speed, so their density is $2\Gamma/\bar v$. With a rough collision diameter $\sigma=0.4$ nm, the equilibrium-gas estimate of the free path is $\bar v/(2\sqrt2\,\pi\sigma^2\Gamma)=7.4$ mm. This is 0.37 of the source diameter, so collisions near the melt cannot be dismissed. A faster rate from the same area needs a hotter melt. The evaporation rate then rises much more steeply than $\bar v$, which grows only as the square root of temperature, so the path shortens.

If the plume had $n=2$, an illustrative value rather than a prediction for this crucible, the film at the unchanged offset of 282.8 mm would be 1.27\,\% thicker at the edge than at the centre. That exceeds the whole Lambertian spread. Moving the source to the $n=2$ offset, 253.0 mm, would reduce the spread to 0.47\,\%. The offset $h/\sqrt2$ is thus a design rule for a central flat point with a plume known to be Lambertian. Otherwise the plume must be measured first, and \eqref{eq:general} applies only if $\cos^n\theta$ describes it well.

The other corrections estimated for this run change the spread less. In each case the offset stays at 282.8 mm.
\begin{itemize}
\item A uniform disc source of radius 10 mm gives a spread of 0.286\,\%.
\item In a cylindrical crucible of that radius the melt falls by 1.8 mm, using the film density for the melt; the liquid is less dense, so the real drop is somewhat larger. The profile deposited at the final level has a spread of 0.324\,\%, because near $a_0$ a slightly larger $h$ at fixed $a$ makes the film more domed. Only the change of height is counted in that figure. If the melt starts level with the rim and the exposed wall keeps what it catches, the wall also removes about $2(1.8)\tan\theta/(10\pi)\approx8\,\%$ of the central thickness at the final level, with $\tan\theta=1/\sqrt2$. After rotation this loss is smaller at the wafer edge than at the centre. For the disc source at the final level it turns an edge 0.33\,\% thinner than the centre into one 0.11\,\% thicker, a shift about ten times that from height alone and of opposite sign; the spread becomes 0.14\,\%.
\item Residual gas at 300 K, with its molecules treated as stationary, gives a free path of about 62 m; their motion shortens it somewhat. Counting every scattered atom as lost removes 0.8\,\% of the central thickness, but changes the spread only to 0.273\,\%.
\item At 20 rpm there are 333 turns, and at steady rate an incomplete last turn moves an edge point by at most 0.044\,\% from the edge mean, up to about 0.087\,\% between the thickest and thinnest edge points. The extra third of a turn in this run raises the spread over the whole wafer to 0.324\,\%. Rotation itself is essential: without it, the thickest and thinnest points of the wafer edge would differ by a factor of 2.51.
\end{itemize}
Tilt of the source or substrate and rate changes synchronised with rotation are not included in these estimates. Tilt matters: leaning the source normal by $1^\circ$ toward or away from the rotation axis shifts the edge-to-centre ratio by about 0.10\,\%. The numerical output lists the inputs and results.

\section*{Table of computed values}
\begin{verbatim}
GENERAL RESULTS
numerical zero-curvature offset a/h, n=1: 0.707107
numerical zero-curvature offset a/h, n=2: 0.632456
coefficient of (r/h)^4 at a=h/sqrt(2): -20/27 = -0.74074
small-wafer test, R/h: 0.05
  offset-shift ratio, minimised/rule: 0.9999
  spread ratio, best/zero-curvature: 0.2498
EXAMPLE INPUTS (material data rough)
height h: 400 mm; wafer radius R: 100 mm
evaporated mass: 1.5 g; film density: 2.7 g/cm3
deposition time: 1000 s; rotation: 20 rpm
source radius: 10 mm; melt temperature: 1600 K
residual gas: 1e-06 Torr at 300 K
collision diameter: 0.4 nm; atomic mass: 26.98 u
EXAMPLE RESULTS
zero-curvature offset: 282.8 mm
evaporated volume as solid: 555.6 mm3
thickness at r=0: 491.22 nm
thickness at r=50 mm: 491.13 nm
thickness at r=100 mm: 489.84 nm
mean central growth rate: 0.491 nm/s
spread at zero-curvature offset: 0.2804 %
spread from quartic term alone: 0.2894 %
spread with centred source: 11.42 %
central thickness relative to centred source: 0.4444
fraction of vapour collected by wafer: 2.78 %
static wafer, edge max/min thickness ratio: 2.512
best finite-wafer offset: 290.10 mm
best offset from small-wafer rule: 290.11 mm
spread at best offset: 0.0688 %
NEGLECTED EFFECTS (offset kept unless stated)
n=2 plume, spread: 1.272 %
n=2 plume, edge minus centre: +1.272 %
n=2 plume, reset offset: 253.0 mm
n=2 plume, spread at reset offset: 0.467 %
finite disc source, spread: 0.2858 %
melt-level drop: 1.77 mm
spread at final melt level: 0.3243 %
residual-gas free path: 61.8 m
central loss to residual gas: 0.790 %
spread with residual-gas loss: 0.2733 %
number of turns: 333.3
worst edge error from incomplete turn: 0.0435 %
equilibrium vapour pressure implied by rate: 0.063 Torr
vapour free path at melt: 7.40 mm
Knudsen number (path/source diameter): 0.370
\end{verbatim}
